# How an S4 Amide Twist Couples the A2 Lone Pair to dz2

## Symmetry and the form of the coupling

Consider a complex M(NR₂)₄ with four identical, planar amide ligands. The R groups are assumed to be placed so that each ligand has \(C_{2v}\) symmetry about its M–N axis. Each nitrogen carries a p lone pair perpendicular to its NR₂ plane. In the untwisted structure, of symmetry \(D_{2d}\), each amide plane lies in the mirror plane \(\sigma_d\) that contains its nitrogen and the \(S_4\) axis. Now turn all four amides by an angle \(\theta\) about their outward M–N axes, the upper pair in one sense and the lower pair in the other. This twist keeps \(S_4\) at every angle. It destroys the mirrors and the \(C_2'\) axes, except when \(\theta\) is a multiple of \(90^\circ\).

Let \(F(\theta)\) be the effective one-electron Hamiltonian of the closed-shell ground state, assumed to have the symmetry of the nuclear frame. Let \(A(\theta)\) be the lone-pair combination that is invariant under \(S_4\). We want

\[
h(\theta)=\langle d_{z^2}|F(\theta)|A(\theta)\rangle . \tag{1}
\]

Two symmetry operations restrict this function. A reflection \(\sigma_d\) turns the structure at \(\theta\) into the one at \(-\theta\). It leaves \(d_{z^2}\) alone and, as equation (6) will show, sends \(A(\theta)\) to \(-A(-\theta)\). A half turn of every amide about its M–N axis restores the nuclear frame but reverses each p orbital. Hence

\[
h(-\theta)=-h(\theta),\qquad h(\theta+\pi)=-h(\theta). \tag{2}
\]

The first relation leaves a Fourier series of sines. The second requires \(\sin(n\theta+n\pi)=-\sin n\theta\), so \(n\) must be odd:

\[
h(\theta)=c_1\sin\theta+c_3\sin3\theta+c_5\sin5\theta+\cdots . \tag{3}
\]

The coupling therefore vanishes in the untwisted complex and, unless the slope happens to vanish, starts linearly in the twist. Symmetry alone does not remove \(c_3\) and \(c_5\). A pure sine needs a further statement about how the metal and ligand orbitals interact.

## Geometry and the nonbonding combination

Take \(z\) along \(S_4\) and the \(C_2'\) axes along \(x\) and \(y\). Let \(\beta\) be the angle between the first M–N bond and \(z\), and write \(s=\sin\beta\), \(c=\cos\beta\). For this ligand define three orthonormal vectors: \(\mathbf r_0\) along M–N, \(\mathbf t_0\) tangential, and \(\mathbf u_0=\mathbf r_0\times\mathbf t_0\):

\[
\mathbf r_0=\left(\tfrac{s}{\sqrt2},\tfrac{s}{\sqrt2},c\right),\quad
\mathbf t_0=\tfrac{1}{\sqrt2}(-1,1,0),\quad
\mathbf u_0=\left(-\tfrac{c}{\sqrt2},-\tfrac{c}{\sqrt2},s\right). \tag{4}
\]

The operation \(S_4:(x,y,z)\to(-y,x,-z)\) generates the other ligands, \(k=1,2,3\), through \(\mathbf t_k=S_4^k\mathbf t_0\), and likewise for \(\mathbf r_k\) and \(\mathbf u_k\). Since \(S_4\) is improper, it reverses the sense of rotation about an outward axis, which is why the two pairs turn oppositely.

The direction of the rotated lone pair is

\[
\mathbf p_k(\theta)=\cos\theta\,\mathbf t_k+\sin\theta\,\mathbf u_k, \tag{5}
\]

and the invariant combination, for orthonormal lone pairs, is

\[
A(\theta)=\tfrac12\sum_{k=0}^{3}p_k(\theta). \tag{6}
\]

The mirror through ligand 0 changes \(\mathbf t_0\) to \(-\mathbf t_0\) and keeps \(\mathbf u_0\), so \(\mathbf p_0(\theta)\to-\cos\theta\,\mathbf t_0+\sin\theta\,\mathbf u_0=-\mathbf p_0(-\theta)\). The same happens to ligand 2, while ligands 1 and 3 also exchange places. This gives the sign used in equation (2).

At \(\theta=0\) the lone pairs are the four tangential orbitals. Only an orbital whose nitrogen stays in place contributes to a character. For the classes \(E,2S_4,C_2,2C_2',2\sigma_d\) the characters are therefore

\[
\chi=(4,0,0,0,-2), \tag{7}
\]

the last entry coming from two nitrogens in the mirror, each with a reversed orbital. The group has eight elements. The \(A_2\) characters are \((1,1,1,-1,-1)\), so \(A_2\) occurs \([4+2(-2)(-1)]/8=1\) time. The same projection for the other representations gives

\[
\Gamma_{\rm lone}=A_2+B_1+E . \tag{8}
\]

The metal s orbital is \(A_1\), the p orbitals are \(B_2+E\), and the d orbitals are \(A_1+B_1+B_2+E\). None is \(A_2\). The combination \(A(0)\) is thus nonbonding with respect to metal s, p and d orbitals.

The \(S_4\) twist keeps its sign under \(S_4\) and \(C_2\) and changes sign under \(C_2'\) and \(\sigma_d\). It is itself an \(A_2\) displacement. Because \(A_2\otimes A_2=A_1\), a first-order twist can join the \(A_2\) lone pair to \(d_{z^2}\). In the subgroup \(S_4\), both orbitals belong to the representation \(A\).

## The coupling strength

Assume that the lone pairs turn rigidly and that \(F\) couples metal and nitrogen through two-centre elements. Use equally normalised angular functions on the unit sphere, such as

\[
d_{z^2}=z^2-\tfrac12(x^2+y^2),\qquad d_{xz}=\sqrt3\,xz . \tag{9}
\]

Every real d function has the form \(d=\mathbf x^{T}Q\mathbf x\), with \(Q\) symmetric and traceless. Choose a local coordinate \(\zeta\) along a bond \(\mathbf r\) and \(\xi\) along a unit vector \(\mathbf e\perp\mathbf r\). The cross term of \(d\) is

\[
2(\mathbf e^{T}Q\mathbf r)\,\xi\zeta
=\frac{2\,\mathbf e^{T}Q\mathbf r}{\sqrt3}\,(\sqrt3\,\xi\zeta). \tag{10}
\]

For an axially symmetric interaction, a p orbital along \(\mathbf e\) couples only to the local orbital \(\sqrt3\,\xi\zeta\). Call that element \(V_\pi\). Since \(\nabla d=2Q\mathbf x\), the coupling is \(gV_\pi\), with

\[
g(d,\mathbf e)=\frac{\mathbf e\cdot\nabla d(\mathbf r)}{\sqrt3}. \tag{11}
\]

For \(d_{z^2}\) the gradient is \((-x,-y,2z)\). Equations (4) and (11) give

\[
g(d_{z^2},\mathbf t_0)=\frac{1}{\sqrt3}\left(\frac s2-\frac s2\right)=0, \tag{12}
\]

\[
g(d_{z^2},\mathbf u_0)=\frac{1}{\sqrt3}\left(\frac{sc}{2}+\frac{sc}{2}+2sc\right)
=\sqrt3\,sc=\frac{\sqrt3}{2}\sin2\beta . \tag{13}
\]

By equation (5), ligand 0 contributes \(\tfrac{\sqrt3}{2}\sin2\beta\,V_\pi\sin\theta\). The other three contribute the same, because \(d_{z^2}\) is invariant under \(S_4\). With the coefficient \(\tfrac12\) of equation (6),

\[
h(\theta)=\tfrac12\cdot4\cdot\tfrac{\sqrt3}{2}\sin2\beta\,V_\pi\sin\theta
=\sqrt3\,\sin2\beta\,V_\pi\sin\theta . \tag{14}
\]

This is the required proportionality. The sign of \(h\) depends on orbital phases and on the sense of the twist; the strength is \(|h|\). At the tetrahedral angle \(c=1/\sqrt3\) and \(s=\sqrt{2/3}\), so \(\sin2\beta=2\sqrt2/3\) and

\[
h(\theta)=\sqrt{8/3}\,V_\pi\sin\theta\approx1.633\,V_\pi\sin\theta . \tag{15}
\]

When the nitrogens flatten into the plane \(\beta=90^\circ\), the coupling vanishes at every twist. There \(\mathbf u_k\) is along \(\pm z\), and an orbital odd in \(z\) cannot couple to \(d_{z^2}\), which is even.

An amide is not axially symmetric, yet its own potential does not spoil the sine. With the R groups placed symmetrically, as assumed at the start, a half turn about M–N leaves a planar NR₂ group unchanged and reverses its lone pair. The potential can thus couple the lone pair only to d components odd under that half turn, which have angular momentum \(|m|=1\) about the bond. Of these two, reflection in the amide plane selects the one that points along the lone pair. Its amplitude in \(d_{z^2}\) is still \(g\), linear in \(\sin\theta\). Higher harmonics must come from elsewhere, for instance from the fields of the other ligands, orthogonalisation between centres or electronic relaxation. A pyramidal amide lacks the half-turn symmetry and falls outside this argument. So does a planar one whose R groups, methyls for example, are turned so that the half turn does not carry one onto the other.

## Unequal twists and the same-sense twist

If the amides turn by different angles \(\theta_k\), each counted positive in the sense of the \(S_4\) twist, the four terms behind equation (14) remain separate:

\[
h=\sqrt3\,\sin2\beta\,V_\pi\;\frac14\sum_{k=0}^{3}\sin\theta_k . \tag{16}
\]

One amide turned the wrong way by the same angle halves the coupling to \(A\). It does not halve the total interaction of \(d_{z^2}\) with the lone pairs. In this model the squared couplings to all four sum to \(\tfrac34\sin^2 2\beta\,V_\pi^2\sum_k\sin^2\theta_k\), whatever the signs of the twists; the part lost by \(A\) goes to other lone-pair combinations. If all four turn in the same sense about their outward axes, the terms cancel in pairs.

That same-sense twist keeps \(D_2\) symmetry and is a \(B_1\) displacement. Since \(A_2\otimes B_1=B_2\), it joins the lone pair to \(d_{xy}=\sqrt3\,xy\) instead. Here \(g=xe_y+ye_x\), which is zero for \(\mathbf t_0\) and \(-sc\) for \(\mathbf u_0\). The four contributions add, because \(d_{xy}\) and the sense of the twist both change sign from one ligand to the next:

\[
h_{xy}=\tfrac12\cdot4\cdot(-sc)V_\pi\sin\theta=-\sin2\beta\,V_\pi\sin\theta . \tag{17}
\]

In this model it is weaker than the \(d_{z^2}\) coupling by \(\sqrt3\) at equal twist and fixed \(\beta\).

## Energy: one orbital and all four

Let \(\Delta>0\) be the energy of \(d_{z^2}\) minus that of \(A\). The eigenvalues of their two-level problem are the mean energy plus or minus \(\sqrt{\Delta^2/4+h^2}\). The lone pair is lowered by

\[
\delta=\sqrt{\frac{\Delta^2}{4}+h^2}-\frac{\Delta}{2}
=\frac{h^2}{\Delta}-\frac{h^4}{\Delta^3}+\cdots , \tag{18}
\]

and its \(d_{z^2}\) weight is

\[
w=\frac12\left(1-\frac{\Delta}{\sqrt{\Delta^2+4h^2}}\right)\approx\frac{h^2}{\Delta^2}. \tag{19}
\]

The matrix element follows \(\sin\theta\), but at weak coupling and fixed \(\Delta\) the stabilisation and the mixing follow \(\sin^2\theta\).

This gain does not by itself favour a twist, because the other lone pairs lose bonding. For each ligand the local orbital \(\sqrt3\,\xi\zeta\) is a normalised combination of the five metal d orbitals, so its squared coefficients \(g^2\) sum to one. The squared couplings of four lone pairs therefore total \(4V_\pi^2\) at any twist.

To see how they are shared at the tetrahedral angle, put \(q=\sin^2\theta\). Equation (15) gives \(h_A^2=\tfrac83qV_\pi^2\). The combination with alternating signs, of type \(B\), couples to \(d_{x^2-y^2}=\tfrac{\sqrt3}{2}(x^2-y^2)\), for which \(g=xe_x-ye_y\) equals \(-s\) for \(\mathbf t_0\) and zero for \(\mathbf u_0\). It also couples to \(d_{xy}\) through \(\mathbf u_0\). Thus

\[
h_B^2=(4s^2\cos^2\theta+4s^2c^2\sin^2\theta)V_\pi^2
=\left(\tfrac83-\tfrac{16}{9}q\right)V_\pi^2 . \tag{20}
\]

The remaining two combinations have phases \(i^k\) and \((-i)^k\). They are complex conjugates, so a real Hamiltonian gives them equal coupling:

\[
h_E^2=\tfrac12(4V_\pi^2-h_A^2-h_B^2)=\left(\tfrac23-\tfrac49q\right)V_\pi^2 . \tag{21}
\]

With degenerate lone pairs and degenerate d levels, each lone-pair combination meets one d combination, and equation (18) applies to each. The fourth-order term needs

\[
\frac{\sum h^4}{V_\pi^4}
=\tfrac{64}{9}q^2+\left(\tfrac83-\tfrac{16}{9}q\right)^2+2\left(\tfrac23-\tfrac49q\right)^2
=8-\tfrac{32}{3}q(1-q). \tag{22}
\]

Since \(4q(1-q)=\sin^22\theta\), the energy change of the eight electrons is

\[
E=-\frac{8V_\pi^2}{\Delta}
+2\left(8-\tfrac83\sin^22\theta\right)\frac{V_\pi^4}{\Delta^3}+\cdots . \tag{23}
\]

The second-order energy is independent of twist. The fourth-order term is smallest at \(45^\circ\), where donation is spread most evenly. This preference is derived here for the degenerate model at weak coupling, and it leaves out repulsion between ligands.

## Worked example: Ti(NH₂)₄

The molecule was treated by restricted Hartree–Fock theory in the def2-SVP basis, with density fitting for the electron-repulsion integrals. The geometry was chosen, not optimised: Ti–N 1.90 Å, N–H 1.01 Å, H–N–H \(112^\circ\), and \(\beta=54.74^\circ\). These were held fixed while the amides turned. Free-atom orbitals were projected into the molecular basis and symmetrically orthogonalised; \(h\) is the Fock-matrix element between the resulting \(d_{z^2}\) and \(A\).

| \(\theta\) | \(h\) (eV) | \(\Delta\) (eV) | \(d_{z^2}\) weight | relative total energy (eV) |
|---|---|---|---|---|
| 0° | 0.00 | 11.90 | 0.000 | 0.00 |
| 30° | −3.71 | 10.96 | 0.066 | −0.22 |
| 60° | −5.89 | 9.81 | 0.155 | −0.22 |
| 90° | −6.60 | 9.40 | 0.192 | −0.04 |

The weight is that in the occupied molecular orbital richest in \(A\). Solving equation (3) with three harmonics at the three nonzero angles gives \(c_1=-6.84\) eV \((-0.251\) hartree), \(c_3=-0.28\) eV and \(c_5=-0.04\) eV. The third harmonic is 4% of the first. Its effect is largest, in relative terms, at \(30^\circ\) among these angles: the sine term alone gives \(-6.84\times0.5=-3.42\) eV, and the computed strength is 9% above it.

From equation (15), \(V_\pi=-6.84/1.633=-4.19\) eV. The untwisted \(B_1\) lone pair gives a separate estimate. Its coupling to \(d_{x^2-y^2}\) is \(-2sV_\pi\), which yields \(V_\pi=-4.04\) eV, smaller in magnitude by 3.5%. One parameter thus describes this coupling and the first harmonic of \(h\) to within a few per cent. A same-sense twist of \(30^\circ\) gives no \(d_{z^2}\) coupling within numerical precision, and a \(d_{xy}\) coupling of 2.23 eV. At this angle the ratio \(3.71/2.23\approx1.7\) is close to \(\sqrt3\). Fitted separately to these two couplings, the model gives \(|V_\pi|=4.55\) and 4.73 eV, larger than the two values above. \(V_\pi\) is therefore an effective parameter, not a constant of the molecule.

At \(30^\circ\), equation (18) gives

\[
\delta=\sqrt{(5.48)^2+(3.71)^2}-5.48\approx1.14\ \text{eV}, \tag{24}
\]

against 1.26 eV from \(h^2/\Delta\). The molecular orbital falls by only 0.59 eV relative to the untwisted structure. The two-level formula measures lowering from the uncoupled level at the same angle, and that level does not stay fixed. Of the 0.94 eV by which the gap has shrunk, 0.36 eV is a rise of \(A\) and 0.58 eV a fall of \(d_{z^2}\). The rise of \(A\) covers 0.36 eV of the 0.55 eV difference. Other orbitals of the same symmetry also take part. The two-level weight, 0.086, likewise exceeds the molecular value of 0.066.

Several couplings omitted from equation (14) can be sized in the same orbital basis. At \(90^\circ\) the element between \(A\) and Ti 4s is 0.14 eV, and that between \(d_{z^2}\) and the symmetric nitrogen 2p σ combination is 0.11 eV in magnitude. Coupling among the lone pairs shifts \(A\) by 0.65 eV. The first two are about 2% of \(|h|\). The small size of the second belongs to the chosen angle: an axially symmetric σ coupling is proportional to \(d_{z^2}(\mathbf r_0)=\tfrac12(3c^2-1)\), which vanishes at the tetrahedral angle. The third is a shift of the level \(A\) itself, so it enters \(\Delta\) and not \(h\).

The total energies, interpolated by a constant and cosines of \(2\theta\), \(4\theta\) and \(6\theta\), have their minimum near \(44^\circ\). This resembles the preference in equation (23), but does not establish its cause. At \(90^\circ\), \(4h^2/\Delta^2\approx2\), beyond the convergence limit of one for the expansion in equation (18), and the total energy also contains ligand repulsion.

## Relation to a deposition precursor

Ti(NH₂)₄ is a small parent of tetrakis(dimethylamido)titanium, a precursor for depositing titanium nitride and oxide films. The chosen Ti–N distance is roughly typical of such amides. Replacing H by methyl at an N–C distance of 1.45 Å, with the other angles unchanged, puts the closest carbons of different amides 3.04 Å apart at \(0^\circ\) and 3.44 Å apart at \(30^\circ\). Twisting therefore relieves a short contact in this rigid construction. At 350 K, a rough temperature for a heated precursor vessel, a classical average over the interpolated Ti(NH₂)₄ energy gives \(\langle\sin^2\theta\rangle=0.49\). The root-mean-square sine is then 0.70, almost its value at the minimum. This does not show that the coupling stays steady: completely free twisting would give \(\langle\sin^2\theta\rangle=\tfrac12\) and nearly the same root-mean-square sine, 0.71. The average hides the spread of the coupling about its typical size. Real amides can also turn independently; by equation (16), one reversed amide halves the coupling to \(A\), though not the total coupling of \(d_{z^2}\) to the four lone pairs. The calculation omits electron correlation, geometry relaxation and the electronic effect of methyl. Its Hartree–Fock gap is not an optical gap. The tabulated numbers are not converged to the digits shown. At \(30^\circ\) the def2-TZVP basis moves \(h\) from −3.71 to −3.65 eV, \(\Delta\) from 10.96 to 11.17 eV and the weight from 0.066 to 0.062, while the relative energy stays at −0.22 eV. They also depend on how the local orbitals are defined: intrinsic atomic orbitals in the def2-SVP basis change \(h\) by about 1% but raise \(\Delta\) by about 0.9 eV. All values are Hartree–Fock values, and the stability of the Hartree–Fock solution was not examined.
